# Volume of a uniform coating on a cube and growth per cycle: verification in Python

```python
"""
Result under test: a uniform coating of thickness t on a free cube of edge a
has volume V(t) = 6 a^2 t + 3 pi a t^2 + (4/3) pi t^3.
The coating is the set of outside points within distance t of the cube.
Its outer area is S(t) = 6 a^2 + 6 pi a t + 4 pi t^2.
g = normal advance per deposition cycle, N = number of cycles, t = N g.
Lengths are in nm in the worked example (platinum on an oxide cube).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import lsq_linear, minimize
from scipy.spatial import ConvexHull


def coating_parts(a, t):
    """Face, edge and corner contributions from the derived formula."""
    return np.array([6*a*a*t, 3*np.pi*a*t*t, 4*np.pi*t**3/3])


def coating_volume(a, t):
    return coating_parts(a, t).sum()


def outer_area(a, t):
    return 6*a*a + 6*np.pi*a*t + 4*np.pi*t*t


def supported_volume(a, t):
    """Coating above an inert plane on which the cube rests."""
    return 5*a*a*t + 2*np.pi*a*t*t + 2*np.pi*t**3/3


def clamp_distance(point, a):
    return np.linalg.norm(np.maximum(np.abs(point) - a/2, 0))


def count_cells(half_edge_cells, thickness_cells, cell):
    """Count coating cells in one octant; use mirror symmetry for the rest."""
    centres = np.arange(half_edge_cells + thickness_cells) + 0.5
    excess = np.maximum(centres - half_edge_cells, 0)
    ex, ey = np.meshgrid(excess, excess, indexing="ij")
    lateral_squared = ex**2 + ey**2
    lateral_class = (ex > 0).astype(int) + (ey > 0)
    counts = np.zeros(4)
    beside_cube = 0
    for ez in excess:
        inside = lateral_squared + ez**2 <= thickness_cells**2
        region = lateral_class + int(ez > 0)
        inside &= region > 0
        counts += np.bincount(region[inside], minlength=4)
        if ez == 0:
            beside_cube += inside.sum()
    scale = 8*cell**3
    parts = counts[1:]*scale
    # upper half of the coating, plus the lower half down to the plane
    supported = (counts.sum() + beside_cube)*scale/2
    return parts, supported


def rounded_hull(edge, radius, intervals=40):
    """Hull of spheres centred on the corners of a cube of given edge."""
    angle = np.linspace(0, np.pi/2, intervals + 1)
    theta, phi = np.meshgrid(angle, angle, indexing="ij")
    directions = np.stack([np.sin(theta)*np.cos(phi),
                           np.sin(theta)*np.sin(phi),
                           np.cos(theta)], axis=-1).reshape(-1, 3)
    directions = np.unique(np.round(directions, 12), axis=0)
    octant = edge/2 + radius*directions
    points = np.vstack([octant*np.array(signs)
                        for signs in itertools.product((-1, 1), repeat=3)])
    return ConvexHull(points)


# --- Distance formula against constrained minimization -------------------
rng = np.random.default_rng(4)
distance_error = 0.0
for point in rng.uniform(-1.5, 1.5, (60, 3)):
    nearest = lsq_linear(np.eye(3), point, bounds=(-0.5, 0.5),
                         method="bvls").x
    difference = np.linalg.norm(point - nearest) - clamp_distance(point, 1.0)
    distance_error = max(distance_error, abs(difference))
assert distance_error < 1e-8

# --- Successive normal advances add --------------------------------------
# A point of the coated body is c + u, with c in the cube and |u| <= s.
first_advance = 0.3
advance_error = 0.0
tested_points = 0
while tested_points < 12:
    point = rng.uniform(-1.5, 1.5, 3)
    if clamp_distance(point, 1.0) < first_advance + 0.1:
        continue
    start = np.r_[np.zeros(3),
                  0.5*first_advance*point/np.linalg.norm(point)]
    solution = minimize(
        lambda v: np.sum((point - v[:3] - v[3:])**2), start,
        method="SLSQP", bounds=[(-0.5, 0.5)]*3 + [(-1, 1)]*3,
        constraints={"type": "ineq",
                     "fun": lambda v: first_advance**2 - v[3:] @ v[3:]},
        options={"ftol": 1e-13, "maxiter": 500})
    remaining = np.sqrt(solution.fun)
    expected = clamp_distance(point, 1.0) - first_advance
    advance_error = max(advance_error, abs(remaining - expected))
    tested_points += 1
assert advance_error < 1e-4

# --- Worked example: inputs (rough process values) -----------------------
a = 50.0                    # cube edge, nm
g = 0.05                    # normal advance per cycle, nm
N = 200                     # cycles
temperature = 570.0         # growth temperature, K
t = N*g
parts = coating_parts(a, t)
volume = parts.sum()
area = outer_area(a, t)

# --- Volumes by cell counting --------------------------------------------
# Curved boundaries cut cells, so a 0.5 percent tolerance is used.
counted_parts, counted_supported = count_cells(250, 100, 0.1)
assert np.allclose(counted_parts, parts, rtol=5e-3)
assert np.isclose(counted_supported, supported_volume(a, t), rtol=5e-3)
thick_parts, thick_supported = count_cells(25, 100, 0.2)
assert np.allclose(thick_parts, coating_parts(10, 20), rtol=5e-3)
assert np.isclose(thick_supported, supported_volume(10, 20), rtol=5e-3)

# --- Total volume and outer area from a convex hull ----------------------
# The inscribed polyhedron is slightly too small, hence 0.2 percent.
hull = rounded_hull(a, t)
hull_volume = hull.volume - a**3
assert np.isclose(hull_volume, volume, rtol=2e-3)
assert np.isclose(hull.area, area, rtol=2e-3)

# --- Growth per cycle ----------------------------------------------------
first_cycle = coating_volume(a, g)
last_cycle = volume - coating_volume(a, t - g)
apparent_g = volume/(6*a*a*N)
apparent_formula = g*(1 + np.pi*t/(2*a) + 2*np.pi*t*t/(9*a*a))
hull_apparent_g = hull_volume/(6*a*a*N)
assert np.isclose(hull_apparent_g, apparent_formula, rtol=2e-3)
assert last_cycle > first_cycle

# --- Effects left out of the model ---------------------------------------
delay_cycles = 30           # rough nucleation delay
delayed = coating_volume(a, (N - delay_cycles)*g)
supported = supported_volume(a, t)
sharp = (a + 2*t)**3 - a**3
initial_radius = 2.0        # rough initial edge radius, nm
core = a - 2*initial_radius
prerounded = (coating_volume(core, initial_radius + t)
              - coating_volume(core, initial_radius))
hull_prerounded = (rounded_hull(core, initial_radius + t).volume
                   - rounded_hull(core, initial_radius).volume)
assert np.isclose(hull_prerounded, prerounded, rtol=2e-3)
fixed_dose = sum(g*outer_area(a, k*g) for k in range(N))

lattice_constant = 0.39     # fcc platinum, rough, nm
atom_volume = lattice_constant**3/4
layer_spacing = lattice_constant/np.sqrt(3)
expansion = 9e-6            # rough linear expansion of platinum, 1/K
room_temperature = 300.0
shrinkage = 3*expansion*(temperature - room_temperature)
surface_energy = 2.5        # rough platinum surface energy, J/m^2


def capillary_ratio(radius_nm):
    energy = 2*surface_energy*atom_volume*1e-27/(radius_nm*1e-9)
    return energy/(constants.k*temperature)


# Surface cost of adding volume to a ball: dA/dV = 2/r.
step = 1e-4
area_change = 4*np.pi*((t + step)**2 - (t - step)**2)
volume_change = 4*np.pi/3*((t + step)**3 - (t - step)**3)
assert np.isclose(area_change/volume_change, 2/t, rtol=1e-6)


def percent(value):
    return 100*(value/volume - 1)


print(f"Cube edge a: {a:.1f} nm")
print(f"Advance per cycle g (rough): {g:.3f} nm")
print(f"Cycles N: {N}")
print(f"Growth temperature (rough): {temperature:.0f} K")
print(f"Coating thickness t: {t:.2f} nm")
print(f"Face contribution: {parts[0]:.0f} nm^3")
print(f"Edge contribution: {parts[1]:.0f} nm^3")
print(f"Corner contribution: {parts[2]:.0f} nm^3")
print(f"Coating volume: {volume:.0f} nm^3")
print(f"Face share: {100*parts[0]/volume:.1f} percent")
print(f"Edge share: {100*parts[1]/volume:.1f} percent")
print(f"Corner share: {100*parts[2]/volume:.1f} percent")
print(f"Pt atoms in coating: {volume/atom_volume:.2e}")
print(f"Bare cube area: {6*a*a:.0f} nm^2")
print(f"Outer coating area: {area:.0f} nm^2")
print(f"Volume added by first cycle: {first_cycle:.1f} nm^3")
print(f"Volume added by last cycle: {last_cycle:.1f} nm^3")
print(f"Last/first cycle volume: {last_cycle/first_cycle:.3f}")
print(f"Apparent growth per cycle: {apparent_g:.4f} nm")
print("Independent checks")
print(f"Largest distance error (a=1): {distance_error:.1e}")
print(f"Largest advance error (a=1): {advance_error:.1e}")
print(f"Counted face volume: {counted_parts[0]:.0f} nm^3")
print(f"Counted edge volume: {counted_parts[1]:.0f} nm^3")
print(f"Counted corner volume: {counted_parts[2]:.0f} nm^3")
print(f"Hull coating volume: {hull_volume:.0f} nm^3")
print(f"Hull outer area: {hull.area:.0f} nm^2")
print("Neglected effects")
print(f"Nucleation delay (rough): {delay_cycles} cycles")
print(f"Delayed volume: {delayed:.0f} nm^3")
print(f"Change from delay: {percent(delayed):.1f} percent")
print(f"Volume on inert support: {supported:.0f} nm^3")
print(f"Change from support: {percent(supported):.1f} percent")
print(f"Sharp-corner volume: {sharp:.0f} nm^3")
print(f"Change from sharp corners: {percent(sharp):.1f} percent")
print(f"Initial edge radius (rough): {initial_radius:.1f} nm")
print(f"Pre-rounded volume: {prerounded:.0f} nm^3")
print(f"Change from pre-rounding: {percent(prerounded):.2f} percent")
print(f"Fixed-dose volume estimate: {fixed_dose:.0f} nm^3")
print(f"Change from fixed dose: {percent(fixed_dose):.2f} percent")
print(f"Pt lattice constant (rough): {lattice_constant:.2f} nm")
print(f"Volume per Pt atom: {atom_volume:.4f} nm^3")
print(f"Pt (111) layer spacing: {layer_spacing:.3f} nm")
print(f"Advance per cycle: {g/layer_spacing:.2f} layers")
print(f"Layer spacing/thickness: {100*layer_spacing/t:.1f} percent")
print(f"Linear expansion (rough): {expansion:.1e} 1/K")
print(f"Room temperature: {room_temperature:.0f} K")
print(f"Volume shrinkage on cooling: {100*shrinkage:.2f} percent")
print(f"Pt surface energy (rough): {surface_energy:.1f} J/m^2")
print(f"Corner drive/kT at r=t: {capillary_ratio(t):.2f}")
print(f"Corner drive/kT at r=1 nm: {capillary_ratio(1.0):.1f}")
print("all assertions hold")
```

Printed output:

```
Cube edge a: 50.0 nm
Advance per cycle g (rough): 0.050 nm
Cycles N: 200
Growth temperature (rough): 570 K
Coating thickness t: 10.00 nm
Face contribution: 150000 nm^3
Edge contribution: 47124 nm^3
Corner contribution: 4189 nm^3
Coating volume: 201313 nm^3
Face share: 74.5 percent
Edge share: 23.4 percent
Corner share: 2.1 percent
Pt atoms in coating: 1.36e+07
Bare cube area: 15000 nm^2
Outer coating area: 25681 nm^2
Volume added by first cycle: 751.2 nm^3
Volume added by last cycle: 1282.6 nm^3
Last/first cycle volume: 1.707
Apparent growth per cycle: 0.0671 nm
Independent checks
Largest distance error (a=1): 0.0e+00
Largest advance error (a=1): 4.0e-14
Counted face volume: 150000 nm^3
Counted edge volume: 47142 nm^3
Counted corner volume: 4189 nm^3
Hull coating volume: 201298 nm^3
Hull outer area: 25680 nm^2
Neglected effects
Nucleation delay (rough): 30 cycles
Delayed volume: 164119 nm^3
Change from delay: -18.5 percent
Volume on inert support: 158510 nm^3
Change from support: -21.3 percent
Sharp-corner volume: 218000 nm^3
Change from sharp corners: 8.3 percent
Initial edge radius (rough): 2.0 nm
Pre-rounded volume: 194860 nm^3
Change from pre-rounding: -3.21 percent
Fixed-dose volume estimate: 201046 nm^3
Change from fixed dose: -0.13 percent
Pt lattice constant (rough): 0.39 nm
Volume per Pt atom: 0.0148 nm^3
Pt (111) layer spacing: 0.225 nm
Advance per cycle: 0.22 layers
Layer spacing/thickness: 2.3 percent
Linear expansion (rough): 9.0e-06 1/K
Room temperature: 300 K
Volume shrinkage on cooling: 0.73 percent
Pt surface energy (rough): 2.5 J/m^2
Corner drive/kT at r=t: 0.94
Corner drive/kT at r=1 nm: 9.4
all assertions hold
```
